\section*{Step bunching on etched silicon: upper against lower terrace contributions, part 2}

Which adjoining terrace makes the steps of an etched silicon surface bunch? The surface descends toward $+x$. Straight steps at $x_n(t)$ are numbered downhill and retreat toward $-x$. Step $n$ has an upper terrace of width $w_{n-1}$ and a lower one of width $w_n=x_{n+1}-x_n$. Lengths are in nm and times in s. The retreat speed is
\begin{equation}
-\frac{dx_n}{dt}=v_0+f_U(w_{n-1})+f_L(w_n),
\label{eq:law}
\end{equation}
where $v_0$ is direct attack at the edge. A uniform train of spacing $w$ and step height $h$ retreats at $v$ and etches at the rate $vh/w$. With $a=df_U/dw$ and $b=df_L/dw$ at $w$, displacements $\varepsilon e^{iqn+\sigma t}$ obey
\begin{equation}
\sigma=(b-a)(1-\cos q)-i(a+b)\sin q .
\label{eq:sigma}
\end{equation}
For $b>a$ growth is fastest at $q=\pi$ (pairing), at the rate $2(b-a)$.

In the capture model, a species is supplied at $F$ per unit area and time, diffuses with diffusivity $D$ and is lost after a lifetime $\tau$. Across a terrace, from its uphill step at $\xi=0$ to its downhill step at $\xi=w$, its quasi-static density $c$ obeys
\begin{equation}
D\frac{d^2c}{d\xi^2}-\frac{c}{\tau}+F=0 .
\label{eq:bcf}
\end{equation}
The currents into the two steps are
\begin{equation}
J_L=Dc'(0)=k_Lc(0),\qquad J_U=-Dc'(w)=k_Uc(w).
\label{eq:bc}
\end{equation}
Each captured unit removes one atom, of area $\Omega$, so $f_{L,U}=\Omega J_{L,U}$. Let $\lambda=\sqrt{D\tau}$, $W=w/\lambda$, $\kappa_{L,U}=k_{L,U}\lambda/D$, $S=\sinh W$, $C=\cosh W$ and $M=(1+\kappa_L\kappa_U)S+(\kappa_L+\kappa_U)C$. Solving for the currents gives
\begin{equation}
J_L=F\lambda\kappa_L\frac{N_L}{M},\qquad N_L=S+\kappa_U(C-1),
\label{eq:JL}
\end{equation}
and $J_U$ follows by exchanging $L$ and $U$. A term common to both slopes cancels in their difference, leaving
\begin{equation}
b-a=\Omega F\,\frac{\kappa_L^2-\kappa_U^2}{M^2}.
\label{eq:diff}
\end{equation}
This neglects step motion during diffusion.

The computed results also list an earlier counterexample, a stable 24-step train with $f_L=2(1-e^{-w/5})$ and $f_U=1-e^{-w/50}$ at $w=35.93$ nm. There the lower contribution is larger but has the smaller slope.

Q: That cancellation is convenient. Has it been compared with anything that does not use it?

A: The terrace equation was solved numerically as a boundary-value problem for $\lambda=50$ nm and four sets $(w,\kappa_L,\kappa_U)$, with $w$ in nm: $(35.93,5,0.5)$, $(20,0.3,4)$, $(120,2,0.7)$ and $(60,0.05,0.2)$. The largest difference in the currents, relative to the formulas, was $9\times10^{-9}$. Differentiating the numerical currents over width changes of $\pm0.5$ nm reproduced Eq.~(\ref{eq:diff}) to a relative $9\times10^{-5}$.

Q: When does the asymmetry lose its force?

A: For narrow terraces, $W\to0$ and $M\to\Sigma$, so
\begin{equation}
b-a\to\Omega F\,\frac{\kappa_L-\kappa_U}{\kappa_L+\kappa_U}.
\end{equation}
This is the largest magnitude at given capture coefficients, because $M$ increases with $W$. For wide terraces, $M$ grows as $e^W$, and the difference falls as $e^{-2w/\lambda}$. If both captures are very fast at fixed $W$, then $M\approx\kappa_L\kappa_US$ and
\begin{equation}
b-a\approx\frac{\Omega F}{S^2}\left(\frac{1}{\kappa_U^2}-\frac{1}{\kappa_L^2}\right),
\end{equation}
which tends to zero. Diffusion then limits the supply to both steps, and it treats them alike.

Q: Your species attacks the steps from outside. What if silicon atoms first leave the steps, wander over the terraces and dissolve from there?

A: As long as the step motion can be neglected in the diffusion problem, the same mathematics applies. Let $m(\xi)$ be the density of such atoms, $m_{\mathrm{eq}}$ its equilibrium value at a step, and $\tau$ the time before dissolution. Then $Dm''-m/\tau=0$, and the steps emit
\begin{equation}
-Dm'(0)=k_L[m_{\mathrm{eq}}-m(0)],\quad Dm'(w)=k_U[m_{\mathrm{eq}}-m(w)].
\end{equation}
Substitute the deficit $d=m_{\mathrm{eq}}-m$, for which $m'=-d'$ and $m''=-d''$:
\begin{equation}
Dd''-\frac{d}{\tau}+\frac{m_{\mathrm{eq}}}{\tau}=0,\quad Dd'(0)=k_Ld(0),\quad -Dd'(w)=k_Ud(w).
\end{equation}
This is the capture problem with $F$ replaced by $m_{\mathrm{eq}}/\tau$. Each emitted atom moves the step back by the same $\Omega$, so easier exchange with the lower terrace again produces bunching. The numerical comparison of the currents included this form.

Q: Give me numbers for silicon. Is the growth fast enough to matter?

A: Take a Si(111) surface tilted by $0.5^\circ$, at 343 K. The bilayer height is $h=0.3136$ nm and the area per removed atom is $\Omega=0.06386$ nm$^2$, both from the silicon lattice parameter. The spacing is
\begin{equation}
w=\frac{0.3136\ \mathrm{nm}}{\tan0.5^\circ}=35.93\ \mathrm{nm}.
\end{equation}
The kinetic values are chosen: $v_0=8$ nm/s, $F=1$ nm$^{-2}$s$^{-1}$, $D=10^6$ nm$^2$/s, $\tau=2.5$ ms, $k_L=10^5$ nm/s and $k_U=10^4$ nm/s. They give $\lambda=50$ nm, $W=0.7186$, $\kappa_L=5$, $\kappa_U=0.5$ and $M=9.72$.

The lower terrace contributes 1.51 nm/s and the upper one 0.35 nm/s, so the steps retreat at 9.86 nm/s. The etch rate $vh/w$ is 0.0860 nm/s, or 5.2 nm/min. Equation~(\ref{eq:diff}) gives
\begin{equation}
b-a=0.06386\times1\times\frac{25-0.25}{9.72^2}\ \mathrm{s^{-1}}=0.0167\ \mathrm{s^{-1}}.
\end{equation}
Pairing grows at twice this value, $0.0335$ s$^{-1}$, by a factor $e$ every 30 s. In that time the surface loses $0.0860\times29.9\approx2.6$ nm, or about eight bilayers. If the two capture coefficients are exchanged and all else is kept, the same disturbance decays at $0.0335$ s$^{-1}$. For both cases the eigenvalues of a numerically linearized 24-step train agreed with the dispersion relation to $6\times10^{-12}$ s$^{-1}$.

Q: Steps repel one another. Why does that not hold them apart?

A: It opposes bunching, and its strength can be estimated. Let the interaction energy per unit step length be $A/w^2$ for each pair of neighbours. The force per unit length on step $n$ toward $+x$ is minus the derivative of the energy with respect to $x_n$:
\begin{equation}
\Phi_n=2A\left(\frac{1}{w_{n-1}^3}-\frac{1}{w_n^3}\right).
\end{equation}
Removing an atom moves the edge against this force and costs the energy $\Omega\Phi_n$. Suppose that direct attack feels the whole cost, so that to first order its speed is $v_0(1-\Omega\Phi_n/k_BT)$. Differentiation with respect to the upper and the lower width gives
\begin{equation}
\Delta a=\frac{6Av_0\Omega}{k_BTw^4},\qquad \Delta b=-\frac{6Av_0\Omega}{k_BTw^4},
\end{equation}
so repulsion lowers $b-a$ by $12Av_0\Omega/(k_BTw^4)$. With the rough size $A=0.05$ eV\,nm and $k_BT=0.02957$ eV,
\begin{equation}
\frac{12\times0.05\times8\times0.06386}{0.02957\times35.93^4}\ \mathrm{s^{-1}}\approx6\times10^{-6}\ \mathrm{s^{-1}},
\end{equation}
far below 0.0167 s$^{-1}$.

The factor $w^{-4}$ changes the balance in a dense train. With the kinetic values held fixed, the two effects are equal at $w=3.85$ nm, a tilt of about $4.7^\circ$. A 24-step train with 0.95 times this spacing had no growing mode, and one with 1.05 times this spacing had. This is a lower threshold. At very large spacing the exponential fall of Eq.~(\ref{eq:diff}) eventually drops below the power law too, but there the small effects of step motion on diffusion must also be counted.

Q: You promised to return to the delay. The steps move while the species diffuses, and a moving step sweeps material up.

A: Use the coordinate $X=x+vt$, in which the uniform train is at rest. The terrace equation becomes
\begin{equation}
\frac{\partial c}{\partial t}+v\frac{\partial c}{\partial X}=D\frac{\partial^2c}{\partial X^2}-\frac{c}{\tau}+F .
\end{equation}
A step with laboratory velocity $V$ sweeps up $Vc$ on its lower side and $-Vc$ on its upper side, so the capture conditions are
\begin{equation}
Dc_X+Vc=k_Lc,\qquad -Dc_X-Vc=k_Uc .
\end{equation}
The uniform train has $V=-v$ and a steady density $c_0(X)$, where $v=v_0+\Omega[k_Lc_0(0)+k_Uc_0(w)]$. Displace step $n$ by $\varepsilon e^{iqn+\sigma t}$, so that $V=-v+\sigma\varepsilon e^{iqn+\sigma t}$, and write $c=c_0+\varepsilon c_1e^{\sigma t}$ on the terrace between steps 0 and 1. To first order,
\begin{equation}
Dc_1''-vc_1'-\left(\sigma+\tfrac1\tau\right)c_1=0 .
\end{equation}
The conditions hold at the displaced steps. Expanding $c_0$ and $c_0'$ about the old positions gives, at $X=0$,
\begin{equation}
Dc_1'-(v+k_L)c_1=-Dc_0''+(v+k_L)c_0'-\sigma c_0,
\end{equation}
and at $X=w$, where the displacement carries the factor $e^{iq}$,
\begin{equation}
-Dc_1'+(v-k_U)c_1=e^{iq}\left[Dc_0''-(v-k_U)c_0'+\sigma c_0\right].
\end{equation}
Step 0 is fed by this terrace and by the one uphill, whose disturbance is $e^{-iq}c_1$. Its motion closes the problem:
\begin{equation}
\sigma=-\Omega\left\{k_L[c_1(0)+c_0'(0)]+k_U[e^{-iq}c_1(w)+c_0'(w)]\right\}.
\end{equation}
Solved numerically at $q=\pi$, these equations lower the growth rate by $6\times10^{-4}$ of its quasi-static value. Making $D$, $k_L$, $k_U$ and $1/\tau$ ten times larger at fixed $F$ leaves the quasi-static currents unchanged, and it reduces the relative shift tenfold. With both capture coefficients equal to $10^5$ nm/s, where the quasi-static rate is zero, the result is $-1.8\times10^{-5}$ s$^{-1}$, a very weak stabilization. These corrections belong to the capture form. When atoms are emitted from the steps, a moving step sweeps up $m=m_{\mathrm{eq}}-d$ and not the deficit $d$, so the correspondence between the two forms no longer holds, and the small correction can have the opposite sign.

Q: All this concerns small disturbances. Do groups of steps really form in the model?

A: I followed a periodic train of 32 steps, with repulsion included and each initial displacement drawn at random within $\pm5\%$ of the spacing. The run lasted 897 s, or 30 growth times. With the lower terrace favoured, the standard deviation of the gaps rose from 1.4 to 47 nm. The gaps then ranged from 1.0 to 140 nm. These figures come from one random start, and a gap of 1 nm is only about three atomic rows, where $\Omega\Phi_n/k_BT$ is near 0.2 and the continuum and first-order forms of the repulsion are at their limit. With the coefficients exchanged, the deviation fell to 0.05 nm.

The largest group whose internal gaps were all below half the mean spacing had three steps. So the model passes beyond pairs, but this run does not show large bunches, and it does not establish what happens later.

Q: How much of this may I carry over to a wafer in potassium hydroxide?

A: The tilt is a realistic one, and an etch rate of a few nm/min is the rough size for Si(111) in aqueous KOH near 70~$^\circ$C. That agreement comes mainly from the chosen $v_0$. I know of no basis for calling the values of $F$, $D$, $\tau$, $k_L$ and $k_U$ typical of KOH, and the mobile species itself is an assumption. If all removal were direct attack, $b-a$ from terrace feeding would be zero. If the supply $F$ were ten times smaller with the rest fixed, the growth time would be 300 s instead of 30 s. The 2.6 nm is thus a property of the example and not a prediction for a wafer.

Real terraces can also nucleate pits, which break the assumption that material leaves at existing steps. One pit per area $w^2$ during a step passage $w/v$ corresponds to $v/w^3=2\times10^{-4}$ nm$^{-2}$s$^{-1}$. If the pit edges move about as fast as the steps, pits and steps then remove comparable shares of each layer, so the step-train picture needs a much lower rate. The limit falls as $w^{-3}$ on terraces that bunching has widened.

Q: And the liquid? You have kept its supply uniform and its temperature constant.

A: For a rough 5 mol/L solution, a 0.1 mm diffusion layer, a liquid diffusivity of $10^9$ nm$^2$/s and two hydroxide ions consumed per silicon atom, the depletion at the surface is $3\times10^{-4}$ of the bulk concentration. In this example most of the hydroxide is consumed along the step lines. The resulting variation across one terrace is of the order of the consumption per unit step length, $2v/\Omega$, divided by the liquid diffusivity, which is about $10^{-7}$ of the bulk concentration. On the terrace, if one site is counted per area $\Omega$, the occupied fraction of sites is at most $F\tau\Omega=1.6\times10^{-4}$, so crowding is negligible here. A change in the bath temperature is easier to notice: with a rough activation energy of 0.6 eV, one kelvin changes a rate by about 6\%. These estimates concern hydroxide in a still layer, and the lateral one spans a single terrace; a modulation extending over many steps gives a larger variation. They do not cover reaction products, hydrogen bubbles, flow, heat of reaction, impurities or bending of the steps, so they do not exclude the liquid as a cause of bunching in a real bath. The program contains the input values used here. The lateral variation it prints, $1.2\times10^{-8}$, is smaller than the estimate above because it uses $Fw$ in place of $2v/\Omega$: it leaves out direct attack at the steps and counts one ion per supplied unit rather than two per atom removed.

\section*{Computed results}
\begin{verbatim}
Si lattice parameter: 0.5431 nm
bilayer step height: 0.3136 nm
area per removed atom Omega: 0.06386 nm^2
miscut: 0.5 deg; spacing w: 35.93 nm
temperature: 343.15 K; kT: 0.02957 eV
direct speed v0: 8.0 nm/s
supply F: 1.0 1/(nm^2 s)
D: 1.0e+06 nm^2/s; lifetime: 2.50e-03 s
diffusion length: 50.0 nm; w/lambda: 0.7186
k_L: 1.0e+05 nm/s; k_U: 1.0e+04 nm/s
kappa_L: 5.00; kappa_U: 0.50 (no unit)
M: 9.7195 (no unit)
lower-terrace speed share: 1.5060 nm/s
upper-terrace speed share: 0.3498 nm/s
total step speed: 9.856 nm/s
etch rate: 0.0860 nm/s = 5.16 nm/min
upper slope a: 0.010722 1/s; lower slope b: 0.027453 1/s
b - a: 0.016731 1/s
growth rate at q=pi/4: 0.004900 1/s
growth rate at q=pi/2: 0.016731 1/s
growth rate at q=pi: 0.033462 1/s
e-folding time at q=pi: 29.88 s
depth etched per e-folding: 2.570 nm
bilayers per e-folding: 8.20
exchanged asymmetry, rate at q=pi: -0.033462 1/s
max relative flux error: 9.4e-09
max relative slope-difference error: 9.1e-05
max spectrum error: 5.7e-12 1/s
counterexample lower share: 1.9985 nm/s
counterexample upper share: 0.5126 nm/s
counterexample slowest decay: -3.22e-04 1/s
moving-boundary rate at q=pi: 0.033443 1/s
its relative shift: -5.58e-04
relative shift, diffusion 10x faster: -5.58e-05
moving-boundary rate, k_U=k_L: -1.80e-05 1/s
repulsion A (rough): 0.05 eV nm
repulsion term in b-a: 6.22e-06 1/s
threshold spacing: 3.85 nm
simulation: 32 steps for 897 s
gap std at start: 1.361 nm
gap std, lower dominant: 46.74 nm
gap std, upper dominant: 0.0462 nm
bunched gaps: min 1.04, max 139.5 nm
largest bunch: 3 steps (gaps below w/2)
site coverage upper bound: 1.6e-04
KOH 5 mol/L, layer 1e+05 nm (rough)
liquid diffusivity (rough): 1e+09 nm^2/s
hydroxide depletion fraction: 2.9e-04
lateral supply variation fraction: 1.2e-08
activation energy (rough): 0.6 eV
rate change per kelvin: 5.9 %
pit nucleation limit v/w^3: 2.1e-04 1/(nm^2 s)
\end{verbatim}
